# Low-field dielectric strength of independent dopant-vacancy dipoles, part 1

(Sections cited here and not found follow in the second part.)

## I. The theorem and its proof

### A dipole with two orientations

Let a dipole of moment $p$ point either along an electric field $E$ or against it. Its energy is $-pE$ in the first state and $+pE$ in the second. At temperature $T$ the Boltzmann weights are $e^{pE/k_BT}$ and $e^{-pE/k_BT}$, where $k_B$ is Boltzmann's constant, and the mean moment along the field is

$$\langle p_z\rangle=p\,\frac{e^{pE/k_BT}-e^{-pE/k_BT}}{e^{pE/k_BT}+e^{-pE/k_BT}}=p\tanh\frac{pE}{k_BT}\approx\frac{p^2E}{k_BT}.$$

The last form holds for $pE\ll k_BT$, since $\tanh u\approx u$ for small $u$.

The two factors of $p$ have different origins. One comes from the energy: a larger moment makes the field more effective in unbalancing the two populations. The other comes from what is measured: each unit of imbalance carries a moment proportional to $p$. The factor $1/T$ expresses the competition between the energy difference $2pE$ and thermal agitation, which tends to equalize the populations.

Now let there be $N$ such dipoles per volume, one third of them restricted to each of the axes $x$, $y$ and $z$. A field along $z$ does no work when a dipole on the $x$ or $y$ axis reverses, so those dipoles do not respond. The polarization, which is the dipole moment per volume, is then

$$P=\frac N3\,\frac{p^2E}{k_BT}.$$

This is already the general result. What remains is to show that it also holds when every dipole can take all the orientations that a cubic crystal offers, and to establish which moment $p$ and which field $E$ belong in it.

### Definitions and assumptions

A dopant ion whose charge is lower than that of the ion it replaces can be compensated by a vacancy on the anion sublattice. At moderate temperature the two attract each other and form a pair. The vacancy can still jump among the sites next to the dopant, and each jump turns the dipole.

The relevant example is a divalent dopant on a cation site of an oxide with the fluorite structure, where the host cation has charge $+4e$ and $e>0$ is the elementary charge. Relative to the perfect crystal the dopant has charge $-2e$ and the oxygen vacancy has charge $+2e$, so the pair is neutral. With the dopant at the origin and cubic lattice constant $a$, the eight nearest anion sites are

$$\mathbf r_s=\frac a4(\sigma_1,\sigma_2,\sigma_3),\qquad \sigma_i=\pm1 .$$

Their distance from the dopant is $d=\frac a4\sqrt{1+1+1}=\sqrt3\,a/4$. The dipole moment points from the negative to the positive charge, hence from the dopant to the vacancy. With $q=2e$ it is $\mathbf p_s=q\mathbf r_s$, if the charges are treated as points in a uniform dielectric.

The relative permittivity with the pairs frozen in place is $\varepsilon_h$. It contains the response of the electrons and of the host lattice. The static relative permittivity $\varepsilon_s$ contains in addition the reorientation of the pairs. The dielectric strength of the relaxation is the difference

$$\Delta\varepsilon=\varepsilon_s-\varepsilon_h .$$

It is a dimensionless number and has nothing to do with the breakdown field, which is also called dielectric strength. SI units are used, and $\varepsilon_0$ is the vacuum permittivity.

The assumptions are as follows.

1. **Equilibrium.** The field changes slowly enough for the orientations to stay in thermal equilibrium.
2. **Equivalent orientations.** Without a field, all $n$ orientations have the same energy, and the rotations of a cube map the set of moments $\mathbf p_s$ onto itself.
3. **Low field.** $pE\ll k_BT$, where $E$ is the macroscopic field, that is, the voltage divided by the plate distance.
4. **Independence.** The energy of one pair does not depend on the orientation of any other.
5. **Linear host.** The host responds linearly, and $\varepsilon_h$ is the same for all orientations of the pairs.
6. **Fixed population.** $N$ counts the bound pairs per volume. It does not change with the field, and when temperatures are compared, $N$ and $p$ are held fixed.

**Theorem.** Under these assumptions the relaxation strength is, to lowest order in the field,

$$\boxed{\Delta\varepsilon=\frac{Np^2}{3\varepsilon_0k_BT}}$$

and it is the same for every direction of the field. It is proportional to $N$ and to $p^2$, and inversely proportional to $T$.

### Lemma 1: the moment and the field that belong together

In a polarizable crystal one may ask whether the moment $qd$ should be enhanced or screened by the host. The charge on a pair of capacitor plates settles this for a uniform dielectric.

**Lemma 1.** Let a neutral pair of point charges with moment $\mathbf p=q\mathbf r$ be immersed in a uniform dielectric between parallel plates. Far from the plates, the part of its energy that depends on orientation is $-\mathbf p\cdot\mathbf E$ at fixed macroscopic field $\mathbf E$. Its contribution to the electric displacement read from the plates is $p_z$ divided by the volume. Neither contains $\varepsilon_h$.

*Proof.* The plates have area $A$ and lie at $z=0$ and $z=L$; edge effects are neglected. First connect them, so that both have potential zero. Place one charge $q$ at height $z_0$, and let $\phi(z)$ be the potential averaged over the plane at height $z$. Averaging Poisson's equation over the plane removes the lateral derivatives and leaves

$$\varepsilon_0\varepsilon_h\,\phi''(z)=-\frac qA\,\delta(z-z_0).$$

Away from $z_0$ the potential is linear. Write $\phi_0=\phi(z_0)$. The slope is $\phi_0/z_0$ below the charge and $-\phi_0/(L-z_0)$ above it. Integrating the equation across $z_0$ gives the change of slope:

$$-\frac{\phi_0}{L-z_0}-\frac{\phi_0}{z_0}=-\frac{q}{A\varepsilon_0\varepsilon_h}.$$

The left side equals $-\phi_0L/[z_0(L-z_0)]$, so

$$\phi_0=\frac{q\,z_0(L-z_0)}{A\varepsilon_0\varepsilon_hL}.$$

The charge density on the lower plate equals the displacement leaving it upward, $-\varepsilon_0\varepsilon_h\phi'(0)=-\varepsilon_0\varepsilon_h\phi_0/z_0$. Multiplied by $A$ this gives the plate charge

$$Q=-q\,\frac{L-z_0}{L}=-q+\frac{qz_0}{L}.$$

The permittivity has cancelled. For a neutral pair the terms $-q$ add to zero, and the terms $qz_0/L$ add to $Q=p_z/L$.

Now apply a voltage $V=EL$ with the lower plate positive, so that the field points along $+z$. By linearity the plate charges add:

$$Q=A\varepsilon_0\varepsilon_hE+\frac{p_z}{L}.$$

The displacement is $D=Q/A=\varepsilon_0\varepsilon_hE+p_z/(AL)$, which proves the statement about the displacement.

For the energy, the quantity that governs equilibrium at fixed voltage is the free energy minus $QV$, because the battery does work when charge flows. Call it $G$. The free energy changes by $V\,dQ$ when the plates are charged at fixed positions of the pair, so

$$dG=V\,dQ-d(QV)=-Q\,dV=-QL\,dE .$$

Inserting $Q$ and integrating from zero field gives

$$G(E)=G(0)-\tfrac12AL\,\varepsilon_0\varepsilon_hE^2-p_zE .$$

The second term is the same for all orientations. So is $G(0)$ when the orientations are equivalent and the plates are far away. The part that depends on orientation is $-p_zE=-\mathbf p\cdot\mathbf E$. $\square$

A direct solution of Poisson's equation on a three-dimensional grid tests the cancellation. Charges $+2$ and $-2$ were placed with a height difference of three grid spacings and a sideways displacement between them. The plate charge times the plate distance came out as 6.0000 grid units, both for $\varepsilon_h=1$ and for $\varepsilon_h=25$.

**Remark.** In a real crystal the ions next to the defect are not a uniform dielectric. The theorem then keeps its form if $\mathbf p_s$ is defined by the energy $-\mathbf p_s\cdot\mathbf E$ at fixed macroscopic field. The relation $dG=-QL\,dE$ guarantees that the same moment appears in the displacement. What becomes uncertain is the estimate $p=qd$; Part II gives an idea of by how much.

### Lemma 2: response from fluctuations

**Lemma 2.** If the $n$ moments of a pair add to zero, then to first order in the field

$$\langle p_i\rangle=\frac1{k_BT}\sum_jC_{ij}E_j,\qquad C_{ij}=\frac1n\sum_sp_{s,i}\,p_{s,j}.$$

*Proof.* Put $u_s=\mathbf p_s\cdot\mathbf E/k_BT$. The energy of state $s$ is $-k_BTu_s$, so its weight is $e^{u_s}$ and

$$\langle p_i\rangle=\frac{\sum_sp_{s,i}\,e^{u_s}}{\sum_se^{u_s}} .$$

With $e^{u_s}=1+u_s+O(u_s^2)$ the numerator is $\sum_sp_{s,i}+\sum_sp_{s,i}u_s+O(E^2)$. Its first sum vanishes by assumption. The denominator is $n+\sum_su_s+O(E^2)$, and $\sum_su_s=(\sum_s\mathbf p_s)\cdot\mathbf E/k_BT=0$. Hence

$$\langle p_i\rangle=\frac1n\sum_sp_{s,i}u_s+O(E^2)=\frac1{nk_BT}\sum_s\sum_jp_{s,i}\,p_{s,j}E_j+O(E^2).\qquad\square$$

The matrix $C_{ij}$ describes the thermal fluctuations of the moment without a field. A dipole that cannot fluctuate along the field cannot respond to it.

### Lemma 3: cubic symmetry

**Lemma 3.** If the rotations of a cube map the set of moments onto itself, and each moment has length $p$, then $\sum_s\mathbf p_s=0$ and $C_{ij}=\frac{p^2}3\delta_{ij}$.

*Proof.* A rotation that maps the set onto itself merely reorders the terms of a sum over $s$, so the sum keeps its value. A half turn about $z$ changes the signs of $p_x$ and $p_y$. The sums of $p_x$, $p_y$, $p_xp_z$ and $p_yp_z$ must therefore equal their own negatives, and they vanish. A half turn about $x$ removes the sums of $p_z$ and $p_xp_y$ in the same way. A one-third turn about the body diagonal exchanges the axes cyclically, so $C_{xx}=C_{yy}=C_{zz}$. Their sum is the mean of $p_x^2+p_y^2+p_z^2=p^2$, so each is $p^2/3$. $\square$

For the eight fluorite sites this can be seen directly. There $p_{s,i}=p\sigma_i/\sqrt3$, and the mean of $\sigma_i\sigma_j$ over all signs is 1 for $i=j$ and 0 otherwise.

**Remark.** The factor $1/3$ comes from the symmetry. A pair confined to one axis has $C_{zz}=p^2$ along that axis and zero across it, so its response along the axis is three times the cubic value. The explicit Boltzmann sums give the ratio 3.0000.

### Lemma 4: independent pairs add

**Lemma 4.** If the energy of $M$ pairs is the sum of their separate energies, their total mean moment is $M\langle\mathbf p\rangle$.

*Proof.* The Boltzmann factor of a sum of energies is the product of the separate factors. In the average of the moment of one pair, the sums over the states of all the other pairs appear as the same factor in numerator and denominator, and cancel. Each pair therefore has the mean moment it would have alone. $\square$

A case where the assumption fails shows its role. Let two pairs with signs $\sigma_i$ and $\tau_i$ have the coupling energy $-ck_BT\cos\theta$, where $\theta$ is the angle between their moments and $\cos\theta=\frac13\sum_i\sigma_i\tau_i$. The Boltzmann factor without a field splits into one factor $e^{c\sigma_i\tau_i/3}$ for each axis, and so

$$\langle\sigma_i\tau_i\rangle=\frac{e^{c/3}-e^{-c/3}}{e^{c/3}+e^{-c/3}}=\tanh\frac c3 .$$

Lemma 2 applies to the total moment if the averages are taken with these weights. Relative to one pair, the response is

$$\langle(\sigma_i+\tau_i)^2\rangle=2+2\tanh\frac c3 .$$

For $c=0$ this is 2. For $c=0.5$ it is 2.330, and enumeration of all 64 joint states gives 2.3303. Coupled pairs thus break the proportionality to the number of dipoles.

### Proof of the theorem

Lemma 3 supplies the condition for Lemma 2 and the matrix $C_{ij}$. Together they give

$$\langle p_i\rangle=\frac1{k_BT}\sum_j\frac{p^2}3\,\delta_{ij}E_j=\frac{p^2}{3k_BT}E_i .$$

The mean moment is parallel to the field for every field direction. By Lemma 4 the pairs contribute the polarization

$$\mathbf P=N\langle\mathbf p\rangle=\frac{Np^2}{3k_BT}\,\mathbf E .$$

By Lemma 1 the total displacement is $\mathbf D=\varepsilon_0\varepsilon_h\mathbf E+\mathbf P$. In the static limit $\mathbf D=\varepsilon_0\varepsilon_s\mathbf E$ by definition. Subtracting $\varepsilon_0\varepsilon_h\mathbf E$ gives $\varepsilon_0\Delta\varepsilon\,\mathbf E=\mathbf P$, and division by $\varepsilon_0E$ gives the theorem. $\blacksquare$

### Remark: where the low-field regime ends

For a field along a cube axis the eight-site sum can be done at any field. Four sites have $p_z=p/\sqrt3$ and four have $p_z=-p/\sqrt3$, so the two-state calculation applies with the reduced moment:

$$\langle p_z\rangle=\frac p{\sqrt3}\tanh y,\qquad y=\frac{pE}{\sqrt3\,k_BT}.$$

For small $y$, $\tanh y\approx y-y^3/3$. The first term gives $p^2E/(3k_BT)$, as it must. The ratio $P/(\varepsilon_0E)$ therefore falls below its low-field value by the relative amount $y^2/3$, to leading order. At very high field $\tanh y\to1$ and the moment saturates at $p/\sqrt3$, because no site lies exactly along a cube axis.

The divergence of $\Delta\varepsilon$ as $T\to0$ is not physical. At fixed field the condition $pE\ll k_BT$ is eventually violated, and before that the jumps may become too slow for equilibrium or the pairs may begin to order.

## II. A fluorite oxide, and the limits of the theorem

### Symbols and results carried over

$N$ is the number of bound dopant-vacancy pairs per volume, $p$ the moment of a pair, $E$ the macroscopic field and $\varepsilon_h$ the relative permittivity with the pairs frozen. The vacancy has charge $q=2e$ and sits on one of eight sites at distance $d=\sqrt3\,a/4$ from the dopant, where $a$ is the lattice constant. Along each cube axis $i$ the moment is $p\sigma_i/\sqrt3$ with $\sigma_i=\pm1$. Part I showed that

$$\Delta\varepsilon=\frac{Np^2}{3\varepsilon_0k_BT},\qquad P=\varepsilon_0\Delta\varepsilon\,E,$$

for independent pairs in equilibrium at low field. For charges in a uniform dielectric $p=qd$. Along a cube axis the relative loss of strength at finite field is $y^2/3$ with $y=pE/(\sqrt3k_BT)$.

### Worked example

The parameters are round numbers in the regime of ceria lightly doped with calcium. They are rough typical values, not data for a particular sample: $a=0.54$ nm, $\varepsilon_h=25$, dopant fraction $x=0.001$ per cation site, $T=500$ K and $E=0.001$ MV/cm. At first all dopants are taken to be paired.

The distance and the moment are

$$d=\frac{\sqrt3}{4}\times0.54\ \text{nm}=0.2338\ \text{nm},\qquad p=2e\,d=0.4677\ e\,\text{nm},$$

which is 22.46 debye. A cubic cell of the fluorite structure holds four cations, so

$$N=\frac{4x}{a^3}=\frac{0.004}{(0.54\ \text{nm})^3}=0.02540\ \text{nm}^{-3}=2.540\times10^{19}\ \text{cm}^{-3}.$$

With $k_BT=0.04309$ eV and the constant $e^2/\varepsilon_0=18.10$ eV nm, the theorem gives

$$\Delta\varepsilon=\frac{0.02540\times0.4677^2\times18.10}{3\times0.04309}\approx0.778 .$$

The explicit Boltzmann sum over the eight sites gives the same value, 0.7777. It is 3.1 % of the host permittivity. The polarization due to the pairs is $6.9\times10^{-5}$ µC/cm$^2$.

The low-field condition is well satisfied, since $pE/k_BT=1.085\times10^{-3}$. At a rough breakdown field of 0.1 MV/cm this ratio is a hundred times larger, 0.1085. Then $y=0.1085/\sqrt3=0.0626$ and $y^2/3=0.0013$, in agreement with the loss of 0.131 % from the full sum. A loss of 1 % requires 0.278 MV/cm, above the assumed breakdown field. For these parameters saturation is therefore a minor effect up to the assumed breakdown field. It is not minor where higher fields are applied, as they can be in thin films: at 1 MV/cm along a cube axis the full sum gives a loss of 11 %, and of 21 % if the moment is larger by the factor 1.47 discussed below.

We have shown that independent pairs at low field give $\Delta\varepsilon=Np^2/(3\varepsilon_0k_BT)$, which is about 0.78 in the example, with saturation a minor effect up to the assumed breakdown field. What remains is to estimate how the field of the other dipoles, the uncertain moment, dissociation and more distant vacancy sites change this result, and whether the relaxation can be seen beside the conduction loss.
